# Optimal Force Bias in Phaseless Auxiliary-Field Monte Carlo: Two Derivations

## The result

In auxiliary-field quantum Monte Carlo a walker $|\phi\rangle$ is propagated by random one-body operators, and its weight is multiplied at each time step $\Delta\tau$ by an importance factor $I(x)$ that depends on the sampled fields $x$. If the fields are shifted by

$$
\bar x_\gamma=-\sqrt{\Delta\tau}\,\bar v_\gamma,\qquad
\bar v_\gamma=\frac{\langle T|v_\gamma|\phi\rangle}{\langle T|\phi\rangle},
\tag{1}
$$

where $|T\rangle$ is the trial state and $v_\gamma$ the operator coupled to field $\gamma$, the fluctuation of $I$ at order $\sqrt{\Delta\tau}$ vanishes. No other shift of the form $\sqrt{\Delta\tau}\,c$, with $c$ independent of $x$ and $\Delta\tau$, achieves this. There remains

$$
\ln I=-\Delta\tau E_L+\tfrac{\Delta\tau}{2}\left(x^TCx-\mathrm{Tr}\,C\right)+O(\Delta\tau^{3/2}),
\tag{2}
$$

with the local energy $E_L=\langle T|H|\phi\rangle/\langle T|\phi\rangle$ and the mixed covariance

$$
C_{\gamma\gamma'}=M_{\gamma\gamma'}-\bar v_\gamma\bar v_{\gamma'},\qquad
M_{\gamma\gamma'}=\frac{\langle T|v_\gamma v_{\gamma'}+v_{\gamma'}v_\gamma|\phi\rangle}{2\langle T|\phi\rangle}.
$$

Fluctuations of order $\Delta\tau$ therefore survive unless $C=0$. If $\bar v$ has an imaginary part, the phase of the overlap also still fluctuates at order $\sqrt{\Delta\tau}$, as treated below.

## Conventions and the importance factor

The Hamiltonian is written as $H=H_1-\frac12\sum_\gamma v_\gamma^2$ in a finite basis. For the Coulomb repulsion $v_\gamma=iL_\gamma$ with Hermitian one-body $L_\gamma$, so that $-\frac12v_\gamma^2=+\frac12L_\gamma^2$. Dots denote unconjugated sums, $a\cdot b=\sum_\gamma a_\gamma b_\gamma$, while $|a|^2=\sum_\gamma|a_\gamma|^2$. Single brackets $\langle A\rangle$ are mixed expectations $\langle T|A|\phi\rangle/\langle T|\phi\rangle$, with $\langle T|\phi\rangle\neq0$. The average over fields is $\mathbb E$, taken with the standard normal density $p(x)\propto e^{-x\cdot x/2}$.

The propagator for given fields $y$ is

$$
B(y)=e^{-\Delta\tau H_1/2}\,e^{\sqrt{\Delta\tau}\,y\cdot v}\,e^{-\Delta\tau H_1/2}.
$$

Averaging the middle factor over $y$ removes odd powers, and $\mathbb E[y_\gamma y_{\gamma'}]=\delta_{\gamma\gamma'}$ gives $1+\frac{\Delta\tau}{2}\sum_\gamma v_\gamma^2+O(\Delta\tau^2)$. Hence $\int p(y)B(y)\,dy=e^{-\Delta\tau H}+O(\Delta\tau^2)$, even if the $v_\gamma$ do not commute.

Now put $y=x-\bar x$. Since $-\frac12(x-\bar x)\cdot(x-\bar x)=-\frac12x\cdot x+x\cdot\bar x-\frac12\bar x\cdot\bar x$,

$$
\int p(y)B(y)\,dy=\int p(x)\,e^{x\cdot\bar x-\bar x\cdot\bar x/2}\,B(x-\bar x)\,dx .
$$

For real $\bar x$ this is a change of variable. For complex $\bar x$ it is a displacement of the integration contour, allowed because $B$ is an entire function of the fields that grows at most exponentially along the real directions, while $p$ decays as a Gaussian.

A walker of weight $w$ contributes $w|\phi\rangle/\langle T|\phi\rangle$ to the sampled state. After the step, $|\phi'\rangle=B(x-\bar x)|\phi\rangle$ must contribute $w\,e^{x\cdot\bar x-\bar x\cdot\bar x/2}|\phi'\rangle/\langle T|\phi\rangle$. Written as $w'|\phi'\rangle/\langle T|\phi'\rangle$, this requires $w'=wI$ with

$$
I(x)=\frac{\langle T|B(x-\bar x)|\phi\rangle}{\langle T|\phi\rangle}\;e^{x\cdot\bar x-\bar x\cdot\bar x/2}.
\tag{3}
$$

The mean $\mathbb E[I]$ does not depend on $\bar x$. The shift changes the noise and leaves the average alone.

## First derivation: minimize the variance

Let $\bar x=\sqrt{\Delta\tau}\,c$. This scaling makes the shift term in the exponent, $x\cdot\bar x$, as large as the noise it has to cancel. The exponent in $B$ is $\sqrt{\Delta\tau}\,x\cdot v-\Delta\tau\,c\cdot v$, and expansion to order $\Delta\tau$ gives

$$
\frac{\langle T|B|\phi\rangle}{\langle T|\phi\rangle}=1+\sqrt{\Delta\tau}\,x\cdot\bar v
+\Delta\tau\left[\tfrac12x^TMx-c\cdot\bar v-\langle H_1\rangle\right]+\dots
$$

The symmetrized $M$ appears because $(x\cdot v)^2$ contains both operator orders equally. The Gaussian factor is

$$
e^{\sqrt{\Delta\tau}\,x\cdot c-\Delta\tau\,c\cdot c/2}=1+\sqrt{\Delta\tau}\,x\cdot c+\Delta\tau\left[\tfrac12(x\cdot c)^2-\tfrac12c\cdot c\right]+\dots
$$

Multiplying the two series,

$$
I=1+\sqrt{\Delta\tau}\,x\cdot(\bar v+c)+\Delta\tau\,Q(x)+O(\Delta\tau^{3/2}),
\tag{4}
$$

$$
Q=\tfrac12x^TMx-c\cdot\bar v-\langle H_1\rangle+\tfrac12(x\cdot c)^2-\tfrac12c\cdot c+(x\cdot\bar v)(x\cdot c).
$$

In the mean of $Q$, the two terms in $c\cdot c$ cancel, and so do the two in $c\cdot\bar v$:

$$
\mathbb E[Q]=\tfrac12\mathrm{Tr}M-\langle H_1\rangle=-E_L .
$$

The factor $I$ is unchanged if $x\to-x$ and $\sqrt{\Delta\tau}\to-\sqrt{\Delta\tau}$ together, so the coefficient of $\Delta\tau^{n/2}$ has the parity of $n$ in $x$. The product of the first- and second-order terms is odd and averages to zero. The variance is then

$$
\mathbb E\,|I-\mathbb E[I]|^2=\Delta\tau\,|\bar v+c|^2+O(\Delta\tau^2).
\tag{5}
$$

The leading term is a sum of squared moduli. It vanishes if and only if $c=-\bar v$, component by component, which is Eq. (1). The real and imaginary parts of $\bar v$ must both be cancelled.

At this value of $c$,

$$
Q=\tfrac12x^TMx+\bar v\cdot\bar v-\langle H_1\rangle+\tfrac12(x\cdot\bar v)^2-\tfrac12\bar v\cdot\bar v-(x\cdot\bar v)^2
=\tfrac12x^TCx+\tfrac12\bar v\cdot\bar v-\langle H_1\rangle .
$$

From $E_L=\langle H_1\rangle-\frac12\mathrm{Tr}M$ and $\mathrm{Tr}M=\mathrm{Tr}\,C+\bar v\cdot\bar v$, the constant equals $-E_L-\frac12\mathrm{Tr}\,C$. Because $I-1$ is now of order $\Delta\tau$, $\ln I$ agrees with $I-1$ to that order, and Eq. (2) follows.

For the remaining noise, the Gaussian fourth moment and the symmetry of $C$ give $\mathbb E|x^TCx|^2=|\mathrm{Tr}\,C|^2+2\|C\|_F^2$, where $\|C\|_F^2=\sum_{\gamma\gamma'}|C_{\gamma\gamma'}|^2$. Subtracting the squared mean and multiplying by $(\Delta\tau/2)^2$ gives the variance $\frac12\Delta\tau^2\|C\|_F^2+O(\Delta\tau^3)$, the term of order $\Delta\tau^{5/2}$ being odd in $x$. If $C=0$, the standard deviation $\sigma_I$ is $O(\Delta\tau^{3/2})$. For $C\neq0$,

$$
\sigma_I=\frac{\Delta\tau}{\sqrt2}\,\|C\|_F+O(\Delta\tau^2).
\tag{6}
$$

## Second derivation: follow the stationary point

The second route does not use a variance. Define $S(y)=\ln[\langle T|B(y)|\phi\rangle/\langle T|\phi\rangle]$. The integral to be sampled is $\int p(y)e^{S(y)}dy$, and Eq. (3) reads

$$
\ln I(x)=S(x-\bar x)+x\cdot\bar x-\tfrac12\bar x\cdot\bar x .
$$

The sampling Gaussian is centred at $x=0$, that is, at $y=-\bar x$. It follows the integrand best near its centre if $\ln I$ has no slope there:

$$
\nabla S(-\bar x)+\bar x=0 .
\tag{7}
$$

This is the condition that $y=-\bar x$ be a stationary point of $-\frac12y\cdot y+S(y)$, the logarithm of the integrand. In general the point is complex.

The fields enter $S$ through $s=\sqrt{\Delta\tau}\,y$. With $K(s)=\ln\langle e^{s\cdot v}\rangle$,

$$
S=K(s)-\Delta\tau\langle H_1\rangle+O(\Delta\tau|s|)+O(\Delta\tau^2),\qquad
K(s)=s\cdot\bar v+\tfrac12s^TCs+O(|s|^3).
$$

The quadratic term follows from $\ln(1+u)=u-\frac12u^2+\dots$ with $u=s\cdot\bar v+\frac12s^TMs$. At $y=-\bar x$, with $\bar x=O(\sqrt{\Delta\tau})$, one has $s=O(\Delta\tau)$, so

$$
\nabla S(-\bar x)=\sqrt{\Delta\tau}\,\left[\bar v+O(\Delta\tau)\right],\qquad
\bar x=-\sqrt{\Delta\tau}\,\bar v+O(\Delta\tau^{3/2}).
$$

This is Eq. (1) again, now as the leading solution of the self-consistent condition (7). The value of $\ln I$ at the centre is

$$
S(-\bar x)-\tfrac12\bar x\cdot\bar x=\Delta\tau\left[\bar v\cdot\bar v-\langle H_1\rangle-\tfrac12\bar v\cdot\bar v\right]+O(\Delta\tau^2)
=-\Delta\tau\left(E_L+\tfrac12\mathrm{Tr}\,C\right)+O(\Delta\tau^2),
$$

and its curvature is $\Delta\tau\,C$ to leading order, which reproduces Eq. (2).

The function $K$ also supplies working formulas. Let $T_\sigma$ and $\phi_\sigma$ be the orbital matrices of two Slater determinants for spin $\sigma$. The exponential of a one-body operator acts on the orbitals, so for a one-body matrix $A$ the overlap is $\prod_\sigma\det m_\sigma(t)$, with $m_\sigma(t)=T_\sigma^\dagger e^{tA}\phi_\sigma$. With $P_\sigma=\phi_\sigma(T_\sigma^\dagger\phi_\sigma)^{-1}T_\sigma^\dagger$, the derivatives of $\ln\det m_\sigma$ at $t=0$ are

$$
\mathrm{Tr}(m^{-1}m')=\mathrm{Tr}(AP_\sigma),\qquad
\mathrm{Tr}(m^{-1}m'')-\mathrm{Tr}(m^{-1}m'm^{-1}m')=\mathrm{Tr}[A(1-P_\sigma)AP_\sigma].
$$

For $A=i\sum_\gamma y_\gamma L_\gamma$ this yields $\bar v_\gamma=i\sum_\sigma\mathrm{Tr}(L_\gamma P_\sigma)$, and $C_{\gamma\gamma'}$ is the part of $-\sum_\sigma\mathrm{Tr}[L_\gamma(1-P_\sigma)L_{\gamma'}P_\sigma]$ symmetric in $\gamma,\gamma'$.

## What each derivation assumes

Both routes need $\langle T|\phi\rangle\neq0$ and bounded operators, and the expansions as written assume a step small enough that $\sqrt{\Delta\tau}\,|\bar v|\ll1$. For Eqs. (2) and (6) a large $\bar v$ matters less if it comes from a constant part of $v$, because such a constant drops out of $I$ at the optimal shift up to $O(\Delta\tau^2)$, as shown below. A small $\bar v$ is not sufficient, however: the remaining terms of the expansion must be small too, which requires, among other things, $\Delta\tau\,\|C\|_F\ll1$ and, for Eqs. (5) and (6), $\Delta\tau\,|E_L|\ll1$. The latter condition depends on the zero of energy: a real constant $E_0$ added to $H_1$ multiplies $I$ and $\sigma_I$ by $e^{-\Delta\tau E_0}$ and leaves the remainder in Eq. (2) unchanged. Near a zero of the overlap $\bar v$ generally diverges, and the expansion fails at fixed $\Delta\tau$.

The first derivation adopts a global criterion, the mean square over all fields. In return it gives the cost of every wrong shift, Eq. (5), and the uniqueness of the right one. It needs no logarithm, so an overlap that vanishes for some rare field values does no harm.

The second adopts a local criterion, zero slope at the centre of the sampling density. It requires the logarithm to be regular there and does not by itself control the tails. In return it shows that Eq. (1) is the first term of a stationary-point condition, and it identifies the residual noise as the curvature of $\ln\langle e^{s\cdot v}\rangle$.

## Physical meaning and limits

The shift adds to the exponent of $B$ the deterministic term $-\sqrt{\Delta\tau}\,\bar x\cdot v=\Delta\tau\,\bar v\cdot v$. For $v=iL$ and $\bar v=i\bar L$ this is $-\Delta\tau\,\bar L\cdot L$: propagation in the Hartree potential of the mixed density, which is complex and non-Hermitian when $\bar L$ is complex. The random fields then describe departures from that mean field.

If trial, walker and $L_\gamma$ are real, $\bar v$ is imaginary, and the first-order noise without bias is a pure phase. If $\langle T|$ is a left eigenvector of every $v_\gamma$, then $M_{\gamma\gamma'}=\bar v_\gamma\bar v_{\gamma'}$, so $C=0$ and the order-$\Delta\tau$ noise vanishes as well.

Over a time $t$ there are $t/\Delta\tau$ steps. For independent steps with a frozen walker, the summed one-step deviations have standard deviation $\sigma_I\sqrt{t/\Delta\tau}$. Without bias this tends to $|\bar v|\sqrt t$, which a smaller step does not reduce. With the optimal bias it is $\|C\|_F\sqrt{t\,\Delta\tau/2}$, which vanishes with the step.

## The phase that remains

The force bias smooths $I$, but the phase of the bare overlap ratio is

$$
\Delta\theta=\mathrm{Im}\ln\frac{\langle T|\phi'\rangle}{\langle T|\phi\rangle}=\sqrt{\Delta\tau}\,x\cdot\mathrm{Im}\,\bar v+O(\Delta\tau),
$$

because the compensating factor $e^{x\cdot\bar x}$ belongs to the weight and not to the walker. The phaseless approximation is a prescription, not derived here, that discards the phase of $I$ and multiplies $|I|$ by $\max(0,\cos\Delta\theta)$. With $\cos\Delta\theta\approx1-\frac12\Delta\theta^2$ and $\mathbb E[(x\cdot\mathrm{Im}\,\bar v)^2]=|\mathrm{Im}\,\bar v|^2$, the mean factor becomes

$$
1-\Delta\tau\left(\mathrm{Re}\,E_L+\tfrac12|\mathrm{Im}\,\bar v|^2\right)+O(\Delta\tau^2).
$$

The extra loss rate does not vanish as $\Delta\tau\to0$. It can be reduced by subtracting a constant background, $v'=v-v_0$. Expanding $-\frac12v'\cdot v'$ shows that $H$ is unchanged if $H_1'=H_1-v_0\cdot v+\frac12v_0\cdot v_0$. The optimal shift becomes $\bar x'=\bar x+\sqrt{\Delta\tau}\,v_0$. Adding all exponents in $I$,

$$
-\Delta\tau H_1'+\sqrt{\Delta\tau}(x-\bar x')\cdot v'+x\cdot\bar x'-\tfrac12\bar x'\cdot\bar x'
=-\Delta\tau H_1+\sqrt{\Delta\tau}(x-\bar x)\cdot v+x\cdot\bar x-\tfrac12\bar x\cdot\bar x,
$$

since the terms in $v_0\cdot v$, $x\cdot v_0$, $\bar x\cdot v_0$ and $v_0\cdot v_0$ cancel separately. The symmetric product in $B$ differs from the exponential of the sum by double commutators, the largest having two factors of order $\sqrt{\Delta\tau}$ and one of order $\Delta\tau$. Thus $I$ changes by $O(\Delta\tau^2)$, while $\mathrm{Im}\,\bar v$ is replaced by $\mathrm{Im}(\bar v-v_0)$.

## Example: H2 in a minimal basis

Take H2 at a bond length of 1.4 bohr in the STO-3G basis, with orbitals $g$ and $u$ and three fields. The trial is the restricted Hartree–Fock determinant, both electrons in $g$. The walker has orbitals $g+(0.30+0.20i)u$ for spin up and $g+(-0.10+0.25i)u$ for spin down. The basis is far too small for comparison with experiment; it serves to make the field integrals accurate by quadrature.

Here $\bar v_\gamma=i[2L_{gg}+L_{gu}(0.20+0.45i)]$. Field 2 has $L_{gg}=0$ and $L_{gu}=0.42574$ Ha$^{1/2}$, so

$$
\bar v_2=0.42574\,(0.20\,i-0.45)=-0.1916+0.0851\,i\ \text{Ha}^{1/2}.
$$

Fields 1 and 3 give $0.2134i$ and $1.6288i$ Ha$^{1/2}$, and $|\bar v|=1.656$ Ha$^{1/2}$. At $\Delta\tau=0.01$ Ha$^{-1}$ the optimal shift of field 2 is $-0.1\,\bar v_2=0.0192-0.0085i$.

Without bias, Eq. (5) predicts $\sigma_I=0.1\times1.656=0.1656$; quadrature gives 0.1686. With the optimal bias, Eq. (6) predicts $0.01\times0.36455/\sqrt2=0.00258$; quadrature gives 0.002605. The noise falls by a factor of 65. This factor is 33 at $\Delta\tau=0.04$ Ha$^{-1}$ and 129 at 0.0025 Ha$^{-1}$, nearly doubling for each fourfold reduction of the step, as expected at small steps for a ratio of $\sqrt{\Delta\tau}$ to $\Delta\tau$. Its size comes mostly from the constant trial means of fields 1 and 3: if these are first subtracted as background, Eq. (5) gives an unbiased noise of $0.1\,|\bar v_2|=0.021$ at $\Delta\tau=0.01$ Ha$^{-1}$, and the gain is about 8.

Wrong shifts at $\Delta\tau=0.01$ Ha$^{-1}$ behave as Eq. (5) requires. Reversing the sign gives 0.344, about twice the unbiased noise. Cancelling the real part alone gives 0.168, almost no gain, because $\bar v$ is mostly imaginary. Using $-\bar v^*$ doubles the imaginary part instead of removing it and gives 0.342.

The projection loss rate is $\frac12|\mathrm{Im}\,\bar v|^2=1.353$ Ha, of the same order as the local energy, whose real part is $-1.131$ Ha with the nuclear repulsion included (the size of $E_L$ depends on the zero of energy; the loss rate does not). Subtracting the trial mean, $v_0=(0.2134i,\,0,\,1.6288i)$ Ha$^{1/2}$, leaves the imaginary part of field 2, and the rate drops to $\frac12(0.08515)^2=0.0036$ Ha. These are one-step rates for this walker, not errors of a converged energy.

Tests of the shift-independent mean, the variance for several shifts, the remainder in Eq. (2), the projection loss and the background subtraction all held; the values are in the numerical output.

## Calculated quantities

```
H2 bond length: 1.4 bohr; auxiliary fields: 3
walker up orbital coefficients (g,u): [1. +0.j  0.3+0.2j]
walker down orbital coefficients (g,u): [ 1. +0.j   -0.1+0.25j]
trial (RHF/STO-3G) total energy: -1.116714 Ha
local energy E_L of the walker: -1.131215+0.009969j Ha
largest commutator norm of two v: 0.2548 Ha
field 1: L_gg, L_uu, L_gu = 0.10670, -0.10487, -0.00000 Ha^1/2
  vbar = 0.00000+0.21339j Ha^1/2; optimal xbar at dtau=0.01/Ha = -0.000000-0.021339j
field 2: L_gg, L_uu, L_gu = -0.00000, 0.00000, 0.42574 Ha^1/2
  vbar = -0.19158+0.08515j Ha^1/2; optimal xbar at dtau=0.01/Ha = 0.019158-0.008515j
field 3: L_gg, L_uu, L_gu = 0.81438, 0.82855, 0.00000 Ha^1/2
  vbar = -0.00000+1.62875j Ha^1/2; optimal xbar at dtau=0.01/Ha = 0.000000-0.162875j
norm of vbar: 1.65600 Ha^1/2
norm of C: 0.36455 Ha
predicted residual ||C||/sqrt(2): 0.25777 Ha
quadrature residual, dtau->0: 0.25777 Ha
mean of I at dtau=0.01/Ha: 1.01137683-0.00010004j
largest change of that mean with the shift: 8.3e-18
propagator error ratio on halving dtau: 3.879
ln I remainder ratio on quartering dtau: 8.002
standard deviation (sd) of I in one step:
  dtau=0.0400/Ha: no bias 0.356275, optimal 0.010748, quotient 33.15
    sd/sqrt(dtau), spread after time 1/Ha: no bias 1.78137, optimal 0.05374
  dtau=0.0100/Ha: no bias 0.168641, optimal 0.002605, quotient 64.75
    sd/sqrt(dtau), spread after time 1/Ha: no bias 1.68641, optimal 0.02605
  dtau=0.0025/Ha: no bias 0.083177, optimal 0.000646, quotient 128.74
    sd/sqrt(dtau), spread after time 1/Ha: no bias 1.66354, optimal 0.01292
sd of I at dtau=0.01/Ha for other shifts:
  half bias: 0.083910
  wrong sign: 0.344354
  real part only: 0.167510
  complex conjugate: 0.341937
without background subtraction, dtau->0:
  overlap phase variance/dtau: 2.705627 Ha
  projection loss rate: 1.352813 Ha (formula 1.352813 Ha)
with background subtraction, dtau->0:
  overlap phase variance/dtau: 0.007250 Ha
  projection loss rate: 0.003625 Ha (formula 0.003625 Ha)
change of I by background, ratio on quartering dtau: 16.07
```
